Predicting the CO energy from N2 with one coupled-perturbed solve

## Problem

N2 and CO both have 14 electrons. At a fixed bond length, one can be turned into the other by moving one unit of nuclear charge from one nucleus to the other. Such a change of nuclear charge at fixed electron number is called alchemical.

Consider nuclei A and B a distance R apart, with charges Z_A and Z_B, described by closed-shell restricted Hartree–Fock (RHF) theory with 14 electrons. The real basis functions are those of nitrogen on both centres, whatever the charges. Hartree atomic units are used, and charges are counted in units of the elementary charge. Let E_el be the electronic energy and E = E_el + Z_A Z_B/R the total energy.

(a) Find ∂E_el/∂Z_K for K = A, B.

(b) Derive the coupled-perturbed equation for the response of the orbitals to Z_A. Show that its single solution at Z_A = Z_B = 7 gives all elements of the Hessian

H_KL = ∂²E_el/∂Z_K ∂Z_L.

(c) Set Z_A = 7 + λ and Z_B = 7 − λ. Predict E(CO), which is E at λ = 1, through second order in λ. State the order of the first omitted term, and find an upper bound on E(CO) that needs no response calculation.

(d) Evaluate the prediction for R = 2.1 bohr in the nitrogen cc-pVDZ basis, both as contracted and with its primitive functions uncontracted. Separate the error of the λ expansion from the error of using nitrogen functions for carbon and oxygen.

## Solution

### (a) The first derivative

Let i, j label occupied orbitals, a, b virtual orbitals, and p, q any orbitals. The column C_p holds the coefficients of orbital p, and S is the overlap matrix. The spin-summed density matrix is

D = 2 Σ_i C_i C_iᵀ.

The core Hamiltonian is linear in the charges,

h = T + Z_A v_A + Z_B v_B,

where T is the kinetic-energy matrix and v_K is the matrix of −1/|r − R_K|. With two-electron integrals (μν|ρσ) in charge-density order, define

G(X)_μν = Σ_ρσ X_ρσ [(μν|ρσ) − ½(μρ|νσ)].

Then

E_el = Tr(D h) + ½ Tr[D G(D)],  F = h + G(D),

where F is the Fock matrix. Since the basis does not depend on the charges, S, T, v_K and the two-electron integrals are constants.

Let a superscript K denote ∂/∂Z_K. Expand the change of an orbital as C_p^K = Σ_q C_q U_qp. Differentiating the orthonormality condition C_pᵀ S C_q = δ_pq with S constant gives

U_pq + U_qp = 0.

The occupied–occupied part of D^K is 2 Σ_ij U_ji (C_j C_iᵀ + C_i C_jᵀ). The bracket is symmetric in i and j while U_ji is antisymmetric, so this sum vanishes. What remains is

D^K = 2 Σ_ai U^K_ai (C_a C_iᵀ + C_i C_aᵀ).

Now differentiate the energy. The integral symmetries give Tr[X G(Y)] = Tr[Y G(X)] for symmetric X and Y, so the two derivatives of the two-electron term are equal and cancel the factor ½:

∂E_el/∂Z_K = Tr(D v_K) + Tr(D^K h) + Tr[D^K G(D)]
= Tr(D v_K) + Tr(D^K F).

The last term is 4 Σ_ai U^K_ai F_ai, with F_ai = C_aᵀ F C_i. At self-consistency F_ai = 0, hence

∂E_el/∂Z_K = Tr(D v_K).

This is the potential energy of a unit positive charge at nucleus K in the field of the electrons. No orbital response is needed for it.

### (b) One solve for the whole Hessian

Differentiating once more, with v_L constant,

H_KL = Tr(D^K v_L) = 4 Σ_ai U^K_ai (v_L)_ai.

The factor 4 is the 2 in D^K times the two equal traces of its bracket with the symmetric matrix v_L.

The coefficients U^K_ai follow from requiring that F_ai stay zero as the charge changes:

0 = (C_a^K)ᵀ F C_i + C_aᵀ F^K C_i + C_aᵀ F C_i^K.

With canonical orbitals at the starting point, F_pq = ε_p δ_pq. The first term is then U_ia ε_i = −ε_i U_ai, by the antisymmetry of U, and the third is ε_a U_ai. Therefore

(ε_a − ε_i) U^K_ai + (v_K)_ai + G(D^K)_ai = 0.

To evaluate G(D^K)_ai, insert D^K. The bracket C_b C_jᵀ + C_j C_bᵀ contributes 2(ai|bj) to the Coulomb part and (ab|ij) + (aj|ib) to the exchange part, so

G(D^K)_ai = Σ_bj 2U^K_bj {2(ai|bj) − ½[(ab|ij) + (aj|ib)]}
= Σ_bj [4(ai|bj) − (ab|ij) − (aj|ib)] U^K_bj.

For K = A this gives the coupled-perturbed equation

Σ_bj M_ai,bj U^A_bj = −(v_A)_ai,

M_ai,bj = (ε_a − ε_i) δ_ab δ_ij + 4(ai|bj) − (ab|ij) − (aj|ib).

The two-electron terms couple the coefficients because each change of the density alters the field that acts on all electrons.

If M is positive definite, the RHF solution is stable against real closed-shell orbital changes. The solution U^A is then unique, and the RHF state continues smoothly to nearby charges. If an eigenvalue of M approaches zero, the response can diverge and the expansion loses its basis.

Contracting U^A with the two potential matrices gives

H_AA = 4 Σ_ai U^A_ai (v_A)_ai,
H_AB = 4 Σ_ai U^A_ai (v_B)_ai.

At Z_A = Z_B = 7 the N2 density is symmetric under reflection in the plane midway between the nuclei. This reflection exchanges v_A and v_B, so H_BB = H_AA. Mixed derivatives commute, so H_BA = H_AB. One solve has therefore supplied all four elements.

In matrix form H_AA = −4 v_Aᵀ M⁻¹ v_A, which is negative when M is positive definite: relaxation of the orbitals lowers the energy below its linear variation.

### (c) The prediction and a bound

Along the path dZ_A/dλ = 1 and dZ_B/dλ = −1. The first derivative of E_el at λ = 0 is

Tr(D v_A) − Tr(D v_B) = 0

by reflection. The second derivative is

H_AA − 2H_AB + H_BB = 2(H_AA − H_AB).

The nuclear repulsion is

(7 + λ)(7 − λ)/R = (49 − λ²)/R,

which is quadratic without approximation. Adding half the electronic second derivative times λ² gives

E(λ) = E(0) + λ² (H_AA − H_AB − 1/R) + c λ⁴ + …

There is no cubic term. Changing λ to −λ exchanges the two charges, which gives the mirror image of the same molecule with the same energy, so E is even in λ. The first omitted term is therefore quartic, with a coefficient c that this solve does not provide. At λ = 1,

E(CO) ≈ E(N2) + H_AA − H_AB − 1/R.

The step λ = 1 is not small in itself, and stability at λ = 0 does not guarantee that the series is accurate there. That has to be checked.

The upper bound follows from the variational principle. Use the N2 density D₀ as a trial density for CO. Its electronic energy is

E_el(N2) + Tr[D₀(v_A − v_B)] = E_el(N2),

since the trace vanishes by reflection. If the RHF solution for CO is the global minimum in this basis, its electronic energy cannot be higher. The nuclear repulsion changes by −1/R, so

E(CO) ≤ E(N2) − 1/R.

The bound uses the frozen N2 density. The additional lowering H_AA − H_AB in the prediction comes from letting that density relax.

### (d) Numerical evaluation

For R = 2.1 bohr, −1/R = −0.476 hartree. The lowest eigenvalue of M is 0.244 hartree in both bases, so the N2 reference is stable in the sense used above.

**Uncontracted basis.** The coupled-perturbed solve gives

H_AA = −3.268 hartree,  H_AB = 0.045 hartree.

The positive H_AB means that raising Z_A makes the electronic potential energy at B less negative. This agrees with a displacement of the electrons towards A: the sum of their coordinates along the axis, measured towards A, grows by 1.20 bohr per unit of Z_A.

The predicted energy change is

E(CO) − E(N2) ≈ −3.268 − 0.045 − 0.476 = −3.789 hartree,

or −103.1 eV. With E(N2) = −108.953 hartree,

E(CO) ≈ −108.953 − 3.789 = −112.742 hartree.

A direct RHF calculation for CO with the same nitrogen functions gives −112.735 hartree. The prediction is too low by 0.007 hartree (0.19 eV), which is 0.19% of the direct energy change. The frozen-density bound, −108.953 − 0.476 = −109.429 hartree, is satisfied but lies 3.306 hartree above the direct energy. Since the frozen density leaves the electronic energy unchanged, this whole gap is due to relaxation, which thus supplies 87% of the direct energy change of 3.782 hartree.

The error of the expansion behaves as derived. The direct energy minus the quadratic formula is 1.689 × 10⁻⁶ hartree at λ = 0.125 and 2.705 × 10⁻⁵ hartree at λ = 0.25. Their ratio is 16.0, as expected from a λ⁴ term when λ doubles. Extrapolating these two remainders to small λ gives c = 0.0069 hartree, while the full remainder at λ = 1 is 0.0071 hartree. The quartic term thus accounts for nearly all of the expansion error here. Finding c in this way required extra self-consistent calculations at fractional charges.

**The role of coupling.** If the two-electron terms are dropped from M, leaving the orbital-energy gaps, the total second derivative along λ becomes −10.202 hartree instead of −7.578 hartree. Half of the uncoupled value predicts an energy change of −5.101 hartree, compared with the direct −3.782 hartree. The overestimate is 35% of the direct change. In this system the self-consistent field reduces the response considerably, and the uncoupled formula is not a usable substitute.

**Contracted basis.** Now H_AA = −1.391 hartree and H_AB = 0.065 hartree, so

E(CO) − E(N2) ≈ −1.391 − 0.065 − 0.476 = −1.932 hartree.

The prediction is E(CO) ≈ −110.884 hartree, and the direct result in the same basis is −110.910 hartree. Before rounding, the prediction is too high by 0.027 hartree, or 1.4% of the direct energy change. The expansion again follows the fixed-basis energy closely, but that energy is itself a poor description of CO, as the comparison with carbon and oxygen functions shows:

| Nitrogen basis | Expansion error (hartree) | Fixed-basis error (hartree) |
|---|---:|---:|
| contracted | 0.027 | 1.840 |
| uncontracted | −0.007 | 0.018 |

The expansion error is the prediction minus direct RHF for CO in the nitrogen basis. The fixed-basis error is that direct energy minus RHF for CO in the cc-pVDZ functions of carbon and oxygen, contracted or uncontracted to match. In the uncontracted case the two errors partly cancel: the prediction lies −0.007 + 0.018 = 0.011 hartree above the result with carbon and oxygen functions. This total is smaller than the fixed-basis error only because the two errors have opposite signs here, and it should not be mistaken for the accuracy of either approximation.

The large fixed-basis error of the contracted set is not visible in N2 itself, whose energy changes by only 0.001 hartree on uncontraction. It appears when the charges change. A one-electron atom shows why. A 1s orbital with exponent ζ in the field of a charge Z has energy

ε(ζ) = ½ζ² − Zζ.

If ζ is frozen, this is linear in Z and its second derivative is zero. If ζ adapts, dε/dζ = ζ − Z = 0 gives ζ = Z and ε = −½Z², whose second derivative is −1. Two such electrons without mutual repulsion would contribute −2 hartree.

The molecular calculation shows the same effect. Restricting the sum for H_AA to the two lowest occupied orbitals, which are formed from the nitrogen 1s shells, gives the core share, which counts only the mixing of these orbitals with virtual ones (mixing among occupied orbitals cancels in the total). It is −0.161 hartree with contraction and −1.779 hartree without it. The corresponding valence shares are −1.230 and −1.489 hartree. The core therefore accounts for 1.618 of the 1.877 hartree by which H_AA becomes more negative, or 86%. Contraction largely fixes the shape of the 1s shells at what suits nitrogen, and they cannot contract around oxygen or expand around carbon as they should.

These results concern RHF energies at one common bond length, and the numbers belong to the cc-pVDZ primitives rather than to the basis-set limit. With uncontracted cc-pVTZ, H_AA moves from −3.268 to −3.301 hartree, H_AB from 0.045 to 0.026 hartree, the electron displacement from 1.20 to 1.18 bohr, and the direct energy change from −3.782 to −3.797 hartree. The expansion error becomes −0.006 hartree, the fixed-basis error 0.005 hartree, and their sum −0.001 hartree. With uncontracted aug-cc-pVDZ, H_AB is 0.015 hartree and the displacement 1.17 bohr. H_AB stays positive in these bases, but its size is not converged, whereas the core share stays at −1.779 hartree. Electron correlation and the relaxation of R are not included. The numerical check compares the Hessian elements with finite differences of separately converged calculations, and the CO endpoint with an ordinary calculation for carbon and oxygen nuclei.

Table of computed values

```
bond length R: 2.1 bohr
nuclear term -1/R: -0.476190 hartree
--- contracted nitrogen cc-pVDZ, 28 functions ---
E(N2), RHF: -108.951709 hartree
lowest eigenvalue of M: 0.24432 hartree
dE_el/dZ_A = Tr(D v_A): -21.592887 hartree
H_AA, coupled solve: -1.391150 hartree
H_AA, finite difference: -1.391150 hartree
H_AB, coupled solve: 0.064506 hartree
H_AB, finite difference: 0.064506 hartree
core share of H_AA: -0.160869 hartree
valence share of H_AA: -1.230281 hartree
total curvature, coupled: -3.863693 hartree
total curvature, finite difference: -3.863693 hartree
total curvature, uncoupled: -6.308745 hartree
predicted E(CO)-E(N2): -1.931847 hartree
direct E(CO)-E(N2), N basis: -1.958767 hartree
predicted E(CO): -110.883555 hartree
direct E(CO), N basis: -110.910476 hartree
direct E(CO), C and O bases: -112.750147 hartree
series error, predicted - direct: 0.026920 hartree
basis error, N basis - own bases: 1.839672 hartree
--- uncontracted nitrogen cc-pVDZ, 52 functions ---
E(N2), RHF: -108.952845 hartree
lowest eigenvalue of M: 0.24429 hartree
dE_el/dZ_A = Tr(D v_A): -21.596440 hartree
H_AA, coupled solve: -3.268045 hartree
H_AA, finite difference: -3.268045 hartree
H_AB, coupled solve: 0.044728 hartree
H_AB, finite difference: 0.044728 hartree
core share of H_AA: -1.778883 hartree
valence share of H_AA: -1.489162 hartree
total curvature, coupled: -7.577926 hartree
total curvature, finite difference: -7.577926 hartree
total curvature, uncoupled: -10.201816 hartree
predicted E(CO)-E(N2): -3.788963 hartree
direct E(CO)-E(N2), N basis: -3.781894 hartree
predicted E(CO): -112.741808 hartree
direct E(CO), N basis: -112.734739 hartree
direct E(CO), C and O bases: -112.752545 hartree
series error, predicted - direct: -0.007069 hartree
basis error, N basis - own bases: 0.017806 hartree
--- further results, uncontracted basis ---
direct - quadratic at lambda=0.125: 1.689e-06 hartree
direct - quadratic at lambda=0.250: 2.705e-05 hartree
direct - quadratic at lambda=0.500: 4.349e-04 hartree
direct - quadratic at lambda=1.000: 7.069e-03 hartree
observed order of remainder: 4.002 (no unit)
quartic coefficient: 0.006914 hartree
E(CO) with quartic term: -112.734894 hartree
d(sum of electron z)/dZ_A, A at +z: 1.19816 bohr
predicted E(CO)-E(N2): -103.103 eV
series error: -0.192 eV
```
